# Why a straight inverse-length fit can miss the bulk thermal conductivity

**Q.** I have apparent thermal conductivities for a model solid in cells of five lengths, each between a hot and a cold bath:

| $L$ (nm) | $k$ (W/(m K)) | $1/k$ (m K/W) |
|---|---|---|
| 20 | 1.838 | 0.5440 |
| 30 | 2.240 | 0.4464 |
| 40 | 2.529 | 0.3954 |
| 60 | 2.929 | 0.3414 |
| 80 | 3.200 | 0.3125 |

Plotted against $1/L$, the values of $1/k$ lie on a line with $R^2=0.9991$. The mean of $1/L$ is $0.0275\ \mathrm{nm^{-1}}$ and the mean of $1/k$ is $0.4079$ m K/W. Least squares gives the slope $6.153$ nm m K/W, so the intercept is

$$0.4079-0.0275\times 6.153=0.2387\ \mathrm{m\,K/W}.$$

Its inverse is $4.19$ W/(m K). Since the line is straight, I take that as the bulk value.

**A.** Your arithmetic is right, but the last inference needs a condition that the data do not supply. What makes you expect a line in the first place?

**Q.** Phonons scatter inside the cell and are also stopped by the baths. The two resistances add, and the bath part matters less as $L$ grows.

**A.** That argument holds for one kind of carrier. Define $k(L)=JL/\Delta T$, where $J$ is the heat flux per area and $\Delta T=T_h-T_c$ is the difference between the bath temperatures. Assume small $\Delta T$, baths that absorb every arriving phonon, and no wave interference.

Consider one channel, with energy flux $J_+$ towards the cold bath and $J_-$ towards the hot one. Let $1/\lambda$ be the probability per length of being turned back, with no change of channel. The forward stream loses $J_+/\lambda$ and gains $J_-/\lambda$. The backward stream obeys the same balance along $-x$, so

$$\frac{dJ_+}{dx}=-\frac{J_+-J_-}{\lambda},\qquad -\frac{dJ_-}{dx}=\frac{J_+-J_-}{\lambda}.$$

The two derivatives are equal, so $J=J_+-J_-$ is constant and $J_+(L)=J_+(0)-JL/\lambda$. The baths set $J_+(0)=GT_h$ and $J_-(L)=GT_c$, where $G$ is the ballistic conductance per area. Subtracting at $x=L$ gives

$$J=G\Delta T-\frac{JL}{\lambda}\quad\Rightarrow\quad J=\frac{G\Delta T}{1+L/\lambda}.$$

Multiplying by $L/\Delta T$,

$$k(L)=\frac{G\lambda}{1+\lambda/L},\qquad \frac1{k(L)}=\frac{1}{G\lambda}\left(1+\frac{\lambda}{L}\right).$$

This is your line, and its intercept is the inverse of the bulk value $G\lambda$. If scattering sends half the phonons each way after a free path $\ell$, then $\lambda=2\ell$.

**Q.** And with many channels I would get the same line with an average $\lambda$?

**A.** No. If each channel keeps its own energy, the fluxes add, so the conductivities add. The resistivities do not. With $k_i=G_i\lambda_i$ and $s=1/L$,

$$k(L)=M(s)=\sum_i\frac{k_i}{1+\lambda_i s},\qquad k_\infty=\sum_i k_i .$$

You fit $R(s)=1/M(s)$. To find its curvature, define

$$g_i=\frac{\lambda_i}{1+\lambda_i s},\qquad w_i=\frac{k_i}{(1+\lambda_i s)M}.$$

The weights $w_i$ are positive and sum to one. Writing $\langle\cdot\rangle$ for the average with these weights, differentiation gives

$$M'=-\sum_i\frac{k_i\lambda_i}{(1+\lambda_i s)^2}=-M\langle g\rangle,\qquad
M''=2\sum_i\frac{k_i\lambda_i^2}{(1+\lambda_i s)^3}=2M\langle g^2\rangle .$$

Since $R'=-M'/M^2$,

$$R''=-\frac{M''}{M^2}+\frac{2M'^2}{M^3}
=-\frac{2}{M}\left(\langle g^2\rangle-\langle g\rangle^2\right)\le 0 .$$

The bracket is a variance. Because $g$ rises strictly with $\lambda$, the variance vanishes only when all $\lambda_i$ are equal. For any other spectrum, $R$ bends downwards as you move towards $s=0$.

Physically, each channel reaches the fraction $1/(1+\lambda_i/L)$ of its bulk conductivity, and this fraction is smaller for longer paths. As $L$ grows, the long-path channels therefore gain weight in the total, and no single $\lambda$ describes the change.

**Q.** Concavity makes a line through two points overshoot $1/k_\infty$ at the origin. But I used five points. Could the least-squares line err the other way?

**A.** Not for noise-free data in this model. Let the fit weights be $W_j>0$, with sum $W$, weighted mean $\bar s$, and $S=\sum_jW_j(s_j-\bar s)^2$. The slope is $\sum_jW_j(s_j-\bar s)R_j/S$. The intercept is the mean of $R$ minus $\bar s$ times this slope:

$$A=\sum_jc_jR_j,\qquad c_j=W_j\left[\frac1W-\frac{\bar s\,(s_j-\bar s)}{S}\right].$$

Because $\sum_jW_j(s_j-\bar s)=0$ and $\sum_jW_j(s_j-\bar s)s_j=S$, we have $\sum_jc_j=1$ and $\sum_jc_js_j=\bar s-\bar s=0$. Hence $\sum_jc_jh(s_j)=h(0)$ for any straight line $h$.

The bracket changes sign once, from positive to negative, at $s_*=\bar s+S/(W\bar s)$. Choose $h$ as the chord of $R$ from $s=0$ to $s=s_*$. Concavity puts $R$ above $h$ between these points and below it beyond $s_*$. Each product $c_j[R(s_j)-h(s_j)]$ is therefore non-negative, and their sum gives

$$A-R(0)\ge 0\quad\Rightarrow\quad \frac1A\le k_\infty .$$

With at least two different lengths and unequal $\lambda_i$, the inequality is strict. It was also tested on 300 random spectra with random lengths and fit weights. Statistical noise can still push an individual fit to either side.

**Q.** So 4.19 is a lower bound. With $R^2=0.9991$, surely it is a close one?

**A.** That depends on the spectrum. What did you assume for your solid?

**Q.** Classical Debye phonons with three polarizations, speed $v=5000$ m/s and maximum angular frequency $\omega_m=3\times10^{13}$ rad/s. The backscattering length is $\lambda(\omega)=\lambda_m(\omega_m/\omega)^2$ with $\lambda_m=10$ nm, the same for all directions at a given frequency. These are round model values.

**A.** Then the bulk value can be calculated. The number of transverse modes per area is the area of a disc of radius $\omega/v$ in wave-vector space, divided by $(2\pi)^2$ and multiplied by three:

$$m(\omega)=3\,\frac{\pi(\omega/v)^2}{(2\pi)^2}=\frac{3\omega^2}{4\pi v^2}.$$

A classical mode has energy $k_BT$, so $\hbar$ drops out, and each mode contributes $k_B\,d\omega/(2\pi)$ to the ballistic conductance. I use SI units; no electromagnetic quantity enters. Multiplying by $\lambda$ and integrating,

$$k_\infty=\frac{k_B}{2\pi}\int_0^{\omega_m}\frac{3\omega^2}{4\pi v^2}\,
\lambda_m\frac{\omega_m^2}{\omega^2}\,d\omega
=\frac{3k_B\omega_m^3\lambda_m}{8\pi^2v^2}=5.67\ \mathrm{W/(m\,K)}.$$

The powers of $\omega$ cancel, so equal frequency intervals contribute equally to $k_\infty$. With $x=\omega/\omega_m$ and $a=\sqrt{\lambda_m/L}$,

$$\frac{k(L)}{k_\infty}=\int_0^1\frac{dx}{1+a^2/x^2}
=\int_0^1\left(1-\frac{a^2}{x^2+a^2}\right)dx
=1-a\arctan\frac1a .$$

At 20 nm, $a=0.707$ and $\arctan(1/a)=0.955$. The ratio is $1-0.6755=0.3245$, which gives your 1.84 W/(m K). Your intercept value of 4.19 is 26 % below the bulk value.

**Q.** Yet the largest residual is only 1 % of $1/k$. How can a 1 % misfit hide a 26 % error?

**A.** The residual measures only bending inside the window, while the error of the intercept also depends on bending between the window and $1/L=0$, where you have no data. Very short cells show this most clearly. The tangent to $R$ at $s$ has intercept $R-sR'$. Using $R'=\langle g\rangle/M$ and $1-sg_i=1/(1+\lambda_is)$,

$$\frac1{k_{\rm tan}}=\frac{1-s\langle g\rangle}{M}
=\frac1{M^2}\sum_i\frac{k_i}{(1+\lambda_i s)^2}.$$

For $L$ far below every $\lambda_i$, replace $1+\lambda_i s$ by $\lambda_i s$. The powers of $s$ cancel:

$$k_{\rm tan}\to\frac{\left(\sum_i k_i/\lambda_i\right)^2}{\sum_i k_i/\lambda_i^2}.$$

Here $k_i$ is uniform in $x$ and $1/\lambda\propto x^2$, so the limit is

$$k_\infty\frac{\left(\int_0^1x^2dx\right)^2}{\int_0^1x^4dx}
=k_\infty\frac{1/9}{1/5}=\frac59k_\infty .$$

Very short cells thus approach a straight line with a definite but wrong intercept. Your cells lie between this limit and the bulk. A single-path reading of your fit would also give $\lambda=6.153/0.2387\approx 26$ nm, although your spectrum runs from 10 nm upwards without bound.

**Q.** Then I will use longer cells. There must be a length beyond which the line is right.

**A.** There is one if the longest $\lambda$ is finite. Expanding about $s=0$, with averages weighted by $k_i/k_\infty$, the derivatives found above give

$$k_\infty R=1+\langle\lambda\rangle s-\left(\langle\lambda^2\rangle-\langle\lambda\rangle^2\right)s^2+\cdots .$$

For $L$ much longer than every $\lambda_i$, the quadratic term is small and the line is reliable.

Take two channels with equal bulk contributions and $\lambda=10$ and 1000 nm. A fit to your five lengths gives $0.55\,k_\infty$, with $R^2=0.998$. Without the long channel, the fit would return the short channel's $0.5\,k_\infty$. The nearly ballistic long channel adds little to that. With all lengths multiplied by 1000, the fit gives $0.9998\,k_\infty$.

Your Debye spectrum is different, because $\lambda\to\infty$ as $\omega\to0$. The mean $\langle\lambda\rangle=\lambda_m\int_0^1dx/x^2$ diverges, so the expansion has no linear term to start from. For long cells use $\arctan(1/a)=\pi/2-\arctan a$ and $\arctan a=a-a^3/3+\cdots$:

$$\frac{k}{k_\infty}=1-\frac{\pi}{2}a+a^2-\frac{a^4}{3}+\cdots,
\qquad k_\infty R=1+\frac{\pi}{2}\sqrt{\lambda_m s}+\cdots .$$

The slope $dR/ds$ grows as $s^{-1/2}$. In this model there is no final linear regime in $1/L$, however long the cell.

**Q.** Do longer cells still help?

**A.** They do, slowly. To leading order $sR'$ is half the square-root term, so the tangent intercept is

$$k_\infty(R-sR')=1+\frac{\pi}{2}\sqrt{\lambda_ms}-\frac{\pi}{4}\sqrt{\lambda_ms}
=1+\frac{\pi}{4}\sqrt{\frac{\lambda_m}{L}} .$$

The tangent halves the leading error of $k(L)$ at the same $L$ but keeps its power of $L$. A least-squares line gains less over the longest cell in its window: from 2000 to 8000 nm its error is 3.8 %, against 5.4 % for $k$ at 8000 nm itself. Setting the error to 1 % gives $L\approx\lambda_m(\pi/0.04)^2\approx 62$ micrometres for the tangent. The full formula gives 60 micrometres. Without extrapolation, $k(L)$ comes within 1 % of bulk at 245 micrometres.

Here are your five-point fits, with lengths scaled by 1, 10 and 100:

| Window (nm) | Fitted $k$ (W/(m K)) | Error relative to $k_\infty$ | $R^2$ |
|---|---|---|---|
| 20–80 | 4.19 | −26.1 % | 0.9991 |
| 200–800 | 5.04 | −11.0 % | 0.9950 |
| 2000–8000 | 5.45 | −3.8 % | 0.9919 |

**Q.** The answer improves while $R^2$ gets worse?

**A.** Yes. $R^2$ compares the residuals with the spread of $1/k$ inside the window. In the long-cell limit, $R-1/k_\infty$ is proportional to $\sqrt s$. Scaling all lengths by a common factor then multiplies the residuals and the spread by the same number. Their ratio tends to a constant, while the intercept error goes to zero. The largest residual relative to $1/k$ does fall, from 1.0 % to 0.6 % to 0.2 %. In these three windows the intercept error is about 26, 18 and 16 times that residual. The factor depends on the spectrum and on the chosen lengths, so neither measure gives the extrapolation error unless the form of the spectrum is already known.

A better sign is drift of the intercept as the shorter cells are dropped. Differentiating the tangent intercept,

$$\frac{d}{ds}(R-sR')=-sR''\ge0,$$

so $k_{\rm tan}$ rises with $L$ unless all paths are equal. A clear rise means that the bulk limit has not been reached. The absence of a visible rise is weaker evidence, since the very-short-cell limit also has a steady intercept.

**Q.** Could I keep the short cells and add a quadratic term in $1/L$?

**A.** For your data that gives 4.43 W/(m K), still 22 % low. Most of that error comes from paths far longer than your cells. If the spectrum is cut at $\lambda=1000$ nm, so that the slope at the origin is finite, the quadratic fit is still 14 % below the bulk value of that cut spectrum. For the uncut spectrum a polynomial in $1/L$ also has the wrong form: its slope at the origin is finite, and that of $R$ is not.

The long-cell expansion suggests fitting $k$ itself as a quadratic in $L^{-1/2}$. From 20 to 80 nm this gives 5.42 W/(m K), 4.3 % low; from 200 to 800 nm the error is below 0.1 %. The omitted terms explain the difference. The first of them, $a^4/3$, is 0.083 at 20 nm and 0.0008 at 200 nm; in the shorter cells the higher terms matter too. This fit works because the exponent is known from $\lambda\propto\omega^{-2}$. Another low-frequency law, or a mechanism that limits the longest path, would call for another form.

**Q.** Your proof keeps every channel's energy separate. In molecular dynamics, anharmonic scattering exchanges energy between modes. Does that restore the line?

**A.** It changes the formula, so the concavity proof no longer applies. As a check, let all your Debye channels absorb and re-emit at one shared local temperature, fixed by total energy conservation. Solving the discretized transport equations gives $k/k_\infty=0.326$ at 20 nm and 0.575 at 80 nm, slightly above the independent-channel values of 0.325 and 0.565. The line through the five lengths gives $0.76\,k_\infty$, with $R^2=0.9991$. The exchange barely changes the bias in this case.

The very-short-cell limit can be followed by hand. To lowest order the streams are $G_iT_h$ and $G_iT_c$, so energy balance puts the shared temperature at $T=(T_h+T_c)/2$. To first order in $L/\ell_i$,

$$J_{+,i}=G_i\left[T_h-\frac{x}{\ell_i}(T_h-T)\right],\qquad
J_{-,i}=G_i\left[T_c+\frac{L-x}{\ell_i}(T-T_c)\right].$$

Both temperature differences equal $\Delta T/2$. Subtracting the streams,

$$J_i=G_i\Delta T\left(1-\frac{x}{2\ell_i}-\frac{L-x}{2\ell_i}\right)
=G_i\Delta T\left(1-\frac{L}{\lambda_i}\right).$$

This agrees to first order with $G_i\Delta T/(1+L/\lambda_i)$, so the misleading intercept $5k_\infty/9$ is the same. I do not claim concavity at every length for coupled channels.

**Q.** What if I take the temperature gradient from the interior of the cell instead of from the baths?

**A.** Then you measure a different quantity. For the single channel, the local temperature is $(J_++J_-)/(2G)$. Both streams have slope $-J/\lambda$, so the gradient is $-J/(G\lambda)$. Flux divided by the size of this gradient is $G\lambda$, the bulk value at any length. The size effect there comes entirely from the temperature jumps at the baths. With many channels the interior profile needs its own calculation, and the inequality above should not be carried over unchanged.

**Q.** And how much of this survives in a real simulation?

**A.** These are transport-model results, not atomistic trajectories. Imperfect thermostats, wave interference and the discrete modes of a finite cross-section are left out. One concern can be estimated: waves whose half wavelength exceeds the cell length have $\omega<\pi v/L$. At 20 nm they carry about 0.004 % of the model's $k(L)$. Oblique waves of higher frequency can also have a half wavelength along the cell axis that exceeds $L$; including them raises the share to about 0.3 %. The absence of all these waves would still hardly alter that point.

For your data, I would report 4.19 W/(m K) as the result of a linear fit from 20 to 80 nm, and not as the bulk conductivity. To call it bulk, you would need evidence that the cells are much longer than the paths that carry appreciable heat, or a fit form derived from the long-path part of the spectrum. The numerical output below gives the model conductivities and the fit results quoted here.

## Values computed for the example and the checks

```
sound speed: 5000 m/s
maximum angular frequency: 3.00e+13 rad/s
lambda at maximum frequency: 10.0 nm
ballistic conductance per area: 1.8885e+08 W/(m^2 K)
bulk conductivity: 5.6655 W/(m K)
L = 20 nm: k = 1.8384 W/(m K), k/k_bulk = 0.3245, 1/k = 0.5440 m K/W
L = 30 nm: k = 2.2401 W/(m K), k/k_bulk = 0.3954, 1/k = 0.4464 m K/W
L = 40 nm: k = 2.5292 W/(m K), k/k_bulk = 0.4464, 1/k = 0.3954 m K/W
L = 60 nm: k = 2.9288 W/(m K), k/k_bulk = 0.5170, 1/k = 0.3414 m K/W
L = 80 nm: k = 3.1998 W/(m K), k/k_bulk = 0.5648, 1/k = 0.3125 m K/W
line fit 20-80 nm: k = 4.1881 W/(m K), error = -26.08 %
  R squared = 0.999101, largest relative residual = 1.007 %
line fit 200-800 nm: k = 5.0416 W/(m K), error = -11.01 %
  R squared = 0.994975, largest relative residual = 0.626 %
line fit 2000-8000 nm: k = 5.4497 W/(m K), error = -3.81 %
  R squared = 0.991892, largest relative residual = 0.231 %
quadratic in 1/L, 20-80 nm: 4.4285 W/(m K), error = -21.83 %
k quadratic in L^(-1/2), 20-80 nm: 5.4206 W/(m K), error = -4.323 %
k quadratic in L^(-1/2), 200-800 nm: 5.6616 W/(m K), error = -0.068 %
very-short-cell intercept ratio, formula: 0.555556
very-short-cell intercept ratio, fit: 0.555746
long-cell loss coefficient: 1.57070
tangent loss coefficient: 0.78534
length for k(L) 1 % below bulk: 244.74 micrometre
length for tangent 1 % below bulk: 60.45 micrometre
reduced curvature at 40 nm, formula: -2.27811
reduced curvature at 40 nm, difference: -2.27812
two channels, lambda: 10, 1000 nm
two-channel fit/bulk, 20-80 nm: 0.5505, R squared = 0.998299
two-channel fit/bulk, 20-80 micrometre: 0.99981
coupled k/bulk at 20 and 80 nm: 0.3264, 0.5752
coupled fit/bulk, 20-80 nm: 0.7597, R squared = 0.999094
coupled very-short-cell intercept ratio: 0.55651
largest single-channel solver error: 7.41e-04
long-wave share of k at 20 nm: 0.00368 %
```
